# Grid spacing for one-percent kinetic energy in Green-function transport

Take a one-dimensional box with hard walls, just long enough to hold eleven half-waves of an electron with effective mass $0.19\,m_0$ and kinetic energy 0.1 eV. Divide it into 100 equal intervals and replace the second derivative by the usual three-point difference. The eleventh level comes out 0.991% below 0.1 eV. With 99 intervals it comes out 1.011% too low. One interval in a hundred carries the error across one percent, at a spacing between 0.4894 and 0.4943 nm. Why does the crossing lie there, and what does it imply for a transport calculation on such a grid?

## The estimate on the back of an envelope

Let the electron have a parabolic band and a constant potential, and measure its kinetic energy $E$ from the local band edge. Its wavevector $k$ follows from

$$E=\frac{\hbar^2k^2}{2m}.$$

For $m=0.19\,m_0$ the prefactor is $\hbar^2/2m=0.2005$ eV nm², so

$$k^2=\frac{0.1}{0.2005}\approx 0.50\ \text{nm}^{-2},\qquad k\approx0.71\ \text{nm}^{-1}.$$

On a grid of spacing $a$ the second derivative becomes

$$D\psi(x)=\frac{\psi(x+a)-2\psi(x)+\psi(x-a)}{a^2}.$$

This difference is a local average of the true second derivative. To see it, write the numerator as a difference of two first differences, and each of those as an integral of a derivative:

$$a^2D\psi=\int_0^a\!\left[\psi'(x+s)-\psi'(x+s-a)\right]ds=\int_0^a\!ds\int_{s-a}^{s}\!\psi''(x+u)\,du.$$

A given $u$ between $-a$ and $a$ is covered by a range of $s$ of length $a-|u|$. Hence

$$D\psi(x)=\int_{-a}^{a}w(u)\,\psi''(x+u)\,du,\qquad w(u)=\frac{a-|u|}{a^2}.$$

The weight $w$ is a triangle of unit area. Its mean square width is

$$\langle u^2\rangle=\frac{2}{a^2}\int_0^a(a-u)u^2\,du=\frac{2}{a^2}\left(\frac{a^4}{3}-\frac{a^4}{4}\right)=\frac{a^2}{6}.$$

Averaging a wave over this window multiplies its amplitude by the mean of $\cos ku$, because the sine part cancels by symmetry. For a narrow window,

$$\langle\cos ku\rangle\approx1-\frac{k^2\langle u^2\rangle}{2}=1-\frac{(ka)^2}{12}.$$

The grid therefore smooths the curvature of the wave and makes the kinetic energy too small by the fraction $(ka)^2/12$. Requiring this to be less than 0.01 gives $(ka)^2<0.12$, or

$$a<\sqrt{\frac{0.12}{0.50}}\ \text{nm}\approx0.49\ \text{nm}.$$

This lies between the two spacings of the opening example. What remains is to find the next term, to show that lower energies are also safe, and to settle what the error means when the energy, not the wavevector, is held fixed.

## The controlled derivation

### Leading error and the next term

Expand the two neighbouring values about $x$:

$$\psi(x\pm a)=\psi\pm a\psi'+\frac{a^2}{2}\psi''\pm\frac{a^3}{6}\psi'''+\frac{a^4}{24}\psi''''\pm\dots$$

In the sum the odd terms cancel and the even ones double. Subtracting $2\psi$ and dividing by $a^2$ gives

$$D\psi=\psi''+\frac{a^2}{12}\psi''''+\frac{a^4}{360}\psi^{(6)}+\dots$$

For a plane wave $e^{ikx}$, each pair of derivatives supplies a factor $-k^2$. Thus $\psi''=-k^2\psi$, $\psi''''=k^4\psi$ and $\psi^{(6)}=-k^6\psi$, so

$$D\psi=-k^2\left[1-\frac{(ka)^2}{12}+\frac{(ka)^4}{360}-\dots\right]\psi.$$

The kinetic energy operator is $-(\hbar^2/2m)D$. The relative energy error at fixed $k$ is therefore $-(ka)^2/12$ to leading order, in agreement with the smoothing argument.

Setting the leading error below $\varepsilon$ gives $(ka)^2<12\varepsilon$. With $k^2=2mE/\hbar^2$,

$$a<a_{\max}=\frac{\sqrt{12\varepsilon}}{k}=\hbar\sqrt{\frac{6\varepsilon}{mE}}.$$

For $\varepsilon=0.01$ and $k=0.7062$ nm⁻¹,

$$a_{\max}=\frac{0.3464}{0.7062}\ \text{nm}=0.4905\ \text{nm}=4.905\ \text{Å}.$$

Since the error is to be *below* one percent, this is a least upper bound: any smaller spacing meets the condition, while $a_{\max}$ itself gives a leading error equal to one percent.

The same condition can be stated through the wavelength $\lambda=2\pi/k=8.90$ nm. It requires more than $2\pi/\sqrt{12\varepsilon}=18.14$ intervals per wavelength, whatever the mass and energy. The spacing itself scales as $1/\sqrt{mE}$ and as $\sqrt\varepsilon$. An error ten times smaller thus needs a grid about three times finer.

### The full error of the grid

Define the hopping energy $t=\hbar^2/(2ma^2)$. The grid equation in constant potential is

$$t\left(2\psi_j-\psi_{j+1}-\psi_{j-1}\right)=E_{\text{grid}}\psi_j.$$

Inserting $\psi_j=e^{ikaj}$ gives

$$E_{\text{grid}}=2t(1-\cos ka)=4t\sin^2\frac{ka}{2}.$$

The continuum energy is $E=t(ka)^2$. With $y=ka/2$, the relative deficit is

$$\delta=1-\frac{E_{\text{grid}}}{E}=1-\left(\frac{\sin y}{y}\right)^2.$$

Two properties make the estimate reliable. First, $\delta$ grows with $ka$ up to $ka=\pi$. The derivative of $\sin y/y$ is $(y\cos y-\sin y)/y^2$. Its numerator vanishes at $y=0$ and has derivative $-y\sin y$, which is negative for $0<y\le\pi/2$. So $\sin y/y$ falls and $\delta$ rises. At a given spacing, every propagating electron of lower energy has a smaller relative error. This does not extend to negative kinetic energy under a barrier, where the error grows with $|E|$ again: at $a_{\max}$ it is about 1% at $-0.1$ eV and 2% at $-0.2$ eV.

Second, the leading term overstates the error. For $0<y\le\pi/2$ we have $\sin y/y>1-y^2/6>0$, and squaring gives

$$\left(\frac{\sin y}{y}\right)^2>1-\frac{y^2}{3}+\frac{y^4}{36}>1-\frac{y^2}{3}.$$

Hence $\delta<y^2/3=(ka)^2/12$. A grid that satisfies the leading criterion also satisfies the full one.

The difference is small here. At $a_{\max}$ the full deficit is 0.996%. To find the spacing at which it reaches one percent, keep two terms:

$$\frac{(ka)^2}{12}\left[1-\frac{(ka)^2}{30}\right]=\varepsilon
\quad\Rightarrow\quad (ka)^2\approx12\varepsilon\left(1+\frac{12\varepsilon}{30}\right).$$

The correction to $(ka)^2$ is 0.4%, hence 0.2% in $a$, which moves the limit from 0.4905 to 0.4915 nm.

The hopping energy offers a quick check of an existing grid. Since $t=E/(ka)^2$, the criterion reads $t>E/(12\varepsilon)$, which is 0.833 eV here. The grid band ends at $4t$, or 3.33 eV at this spacing, and no propagating wave exists above that. The electron at 0.1 eV sits in the lowest three percent of the band, where it is still nearly parabolic.

### What happens at fixed energy

A Green-function calculation specifies the energy and lets the grid choose the wavevector. Let $\theta$ be the phase advance per cell at energy $E$, and write $q=ka$ with $k$ the continuum wavevector. Equating $4t\sin^2(\theta/2)$ to $tq^2$ gives

$$2\sin\frac{\theta}{2}=q.$$

With $\arcsin z=z+z^3/6+3z^5/40+\dots$ and $z=q/2$,

$$\theta=2\arcsin\frac q2=q\left(1+\frac{q^2}{24}+\frac{3q^4}{640}+\dots\right).$$

The leading shift is half the energy error, with the opposite sign. That is expected: energy goes as $k^2$, so a wave whose energy would be one percent too low must raise its wavevector by half a percent to recover it. At $a_{\max}$ the shift is $+0.507\%$. Over a length $L=10$ nm the accumulated phase error is

$$0.7062\times0.00507\times10=0.0358\ \text{rad}.$$

This grows in proportion to $L$, so interference in a long structure needs a finer grid than the energy criterion alone suggests.

The velocity suffers more. On the grid the wavevector is $\theta/a$, so the group velocity is

$$v_{\text{grid}}=\frac{a}{\hbar}\frac{dE}{d\theta}=\frac{2ta}{\hbar}\sin\theta,$$

while the continuum value is $v=\hbar k/m=2taq/\hbar$. Using $\sin\theta=2\sin(\theta/2)\cos(\theta/2)=q\cos(\theta/2)$,

$$\frac{v_{\text{grid}}}{v}=\cos\frac\theta2=\sqrt{1-\frac{q^2}{4}}\approx1-\frac{q^2}{8}.$$

For $q^2=0.12$ this is $\sqrt{0.97}$, a velocity 1.51% too low. A one-percent criterion for the kinetic energy at fixed $k$ is thus not a one-percent criterion for the velocity at fixed $E$.

This velocity enters the calculation through the leads. Let $g$ be the Green function at the end site of a semi-infinite lead. Adding one more site reproduces the same lead, so $g=1/(E-2t-t^2g)$. The self-energy $\Sigma=t^2g$ then obeys

$$\Sigma^2-(E-2t)\Sigma+t^2=0.$$

Since $E-2t=-2t\cos\theta$, the roots are $-te^{\pm i\theta}$. The retarded one has a negative imaginary part, so $\Sigma=-te^{i\theta}$. The broadening is

$$\Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin\theta=\frac{\hbar v_{\text{grid}}}{a}.$$

The one-dimensional density of states varies as $1/v$ and is therefore about 1.5% too high, which affects the computed charge. In the current carried by an open channel, velocity and density of states multiply and the error cancels. A uniform wire joined to leads on the same grid has no discontinuity to reflect the wave, so its transmission remains one. A perfect transmission in such a wire says nothing about the quality of the grid.

### Under a barrier

Now let the barrier top lie 0.1 eV above the electron energy. The kinetic energy inside is $-0.1$ eV, and the wave decays as $e^{-\kappa x}$ with $\kappa=k=0.7062$ nm⁻¹. On the grid, put $\psi_j=e^{-\eta j}$. The equation becomes

$$2t(1-\cosh\eta)=-t(\kappa a)^2
\quad\Rightarrow\quad 2\sinh\frac\eta2=\kappa a,$$

because $\cosh\eta-1=2\sinh^2(\eta/2)$. The inverse hyperbolic sine has the same series as the inverse sine but with alternating signs, so

$$\eta=\kappa a\left[1-\frac{(\kappa a)^2}{24}+\dots\right].$$

The grid wave decays too slowly, by 0.493% at $a_{\max}$. The same figure follows from matrix Green functions for barriers of 20 and 30 cells, by comparing their transmissions so that the prefactor cancels.

For a thick barrier the transmission contains the factor $e^{-2\kappa L}$. With $L=10$ nm the grid overestimates this factor by

$$e^{2\times0.7062\times0.00493\times10}-1\approx0.072,$$

or 7.2%. The matching of waves at the barrier edges adds a prefactor whose grid error is not included in this figure. A half-percent error in the decay constant has become a seven-percent error in the exponential factor, because it is multiplied by the large exponent.

## Comparing the estimate with the derivation

The smoothing argument and the Taylor expansion agree on the coefficient $1/12$. The full dispersion shifts the permitted spacing by only 0.2%.

The box in the opening example allows a direct comparison. Its grid states are $\psi_j=\sin(kaj)$, which vanish at both walls, and

$$\psi_{j+1}+\psi_{j-1}=2\cos(ka)\,\psi_j.$$

The plane-wave dispersion therefore applies without change. With eleven half-waves in 100 intervals, $ka=11\pi/100=0.3456$, and

$$\frac{(ka)^2}{12}-\frac{(ka)^4}{360}=0.00995-0.00004=0.00991.$$

This is the 0.991% obtained by diagonalization. The box contains 5.5 wavelengths, so 100 intervals give 18.2 per wavelength and 99 give 18.0. The threshold of 18.14, or about 18.10 for the full error, lies between them. Doubling the number of intervals to 200 lowers the error to 0.2485%, a factor of 3.988. The small departure from four comes from the next term in the series.

In more than one dimension with a square grid and an isotropic mass, the errors of the separate directions add. In two dimensions the leading relative error is

$$\frac{a^2}{12}\,\frac{k_x^4+k_y^4}{k_x^2+k_y^2}\le\frac{(ka)^2}{12},$$

since $k_x^4+k_y^4\le(k_x^2+k_y^2)^2$. Motion along a grid axis is the worst case, and motion along the diagonal has half the error.

## Use in a short silicon transistor

For a 10 nm channel, the number of intervals must exceed $10/0.4905=20.4$. Taking 21 gives $a=0.476$ nm and a leading error of 0.94%. This is the coarsest uniform grid with a whole number of intervals that meets the stated criterion, for the stated electron.

Is 0.1 eV a sensible energy to choose? At 300 K, $k_BT=0.02585$ eV. Consider electrons injected from a two-dimensional subband. For motion along the channel the product of velocity and density of states is independent of energy, so in the dilute limit the flux above transport energy $E$ is the fraction $e^{-E/k_BT}$. At 0.1 eV this is $e^{-3.87}=2.1\%$. With the Fermi level 0.05 eV above the subband edge, the Fermi function must be summed over the sideways motion, and the fraction rises to about 5%. At the source, then, the criterion covers about 95% of the injected flux in this degenerate example. The share drops as the source becomes more degenerate: the fraction above 0.1 eV is 12% for a Fermi level of 0.1 eV and 25% for 0.15 eV. For comparison, bulk silicon doped at $2\times10^{20}$ cm⁻³ has its Fermi level about 0.11 eV above the band edge in the parabolic model.

The parameters are roughly those of a silicon n-channel device: transverse mass 0.19, longitudinal mass 0.92, and a short channel. One assumption that such a device can break is that the kinetic energy stays at 0.1 eV. If an electron crosses a potential drop of 0.6 eV without losing energy, it reaches the drain with 0.7 eV. The leading error at $a_{\max}$ is then seven times larger, 7.0%, and the full error is 6.8%. Restoring the one-percent criterion there requires $a<0.4905/\sqrt7=0.185$ nm in the parabolic band. At 0.7 eV that band is a poor description of silicon. In the simple nonparabolic model described below, the wavevector at this energy is larger, and the spacing must be smaller still. Transport along the heavy-mass direction also tightens the limit: at 0.1 eV it becomes $0.4905\sqrt{0.19/0.92}=0.223$ nm. Scattering that takes energy from the electron would lower the kinetic energy at the drain and relax the first of these limits, by an amount this model does not give.

The band shape matters too. A simple correction replaces the parabolic relation by $E(1+\alpha E)=\hbar^2k^2/2m$, with $\alpha$ roughly 0.5 eV⁻¹ for silicon. At the wavevector used here the right-hand side is 0.1 eV, and solving the quadratic gives

$$E=\frac{-1+\sqrt{1+4\alpha(0.1)}}{2\alpha}=-1+\sqrt{1.2}=0.0954\ \text{eV}.$$

The energy is 4.6% below the parabolic value, a larger shift than the grid error being controlled. Refining the grid brings the answer closer to that of the chosen band model and leaves the error of the band model untouched.

The constant-potential assumption also needs attention. A drop of 0.6 eV spread evenly over 10 nm is a field of 0.6 MV/cm, or 0.029 eV per cell at $a_{\max}$. In a uniform field $k^2$ varies linearly, and differentiating $\psi''=-k^2\psi$ twice gives

$$\psi''''=k^4\psi-2(k^2)'\psi'.$$

For a running wave $\psi'\approx ik\psi$, so the magnitude of the second term divided by that of the first is $2(k^2)'/k^3$. At 0.1 eV, $(k^2)'/k^2=0.06/0.1=0.6$ nm⁻¹, and the ratio is $2\times0.6/0.7062\approx1.7$. At 0.7 eV the same ratio has dropped to about 0.09. The new term is thus large point by point where the electron is slow, yet it does not shift the energy at leading order. That shift is proportional to $\int\psi\,\psi''''\,dx$, and for a bound state the new term contributes $-2(k^2)'\int\psi\psi'\,dx=-(k^2)'\left[\psi^2\right]$, which vanishes at the ends. For a running wave the term is a quarter cycle out of phase with $k^4\psi$, so it alters the amplitude rather than the phase. The local estimate therefore survives as an average, with an energy shift $-(\hbar^2/2m)(a^2/12)\langle k^4\rangle$. In a 10 nm box with this field and 21 intervals, this expression matches the grid shift of the lowest level to 0.2%. An electron that starts at 0.1 eV and crosses the whole drop on that grid accumulates a phase error of 0.30 rad, within about 1% of the local errors summed along the path, and most of it arises where the electron is fast. Where the field itself changes abruptly, terms in $(k^2)''$ enter as well, and the spacing should be checked by halving it and comparing the quantities of interest.

Finally, $a_{\max}$ is about nine tenths of the silicon lattice constant, which is roughly 0.54 nm. The effective-mass equation describes an envelope that varies slowly over the crystal cell. Grid points closer together than this solve that equation more accurately, but they do not represent individual atoms. The numerical output below lists the values used here.

## Calculated quantities

```
effective mass ratio: 0.19
kinetic energy: 0.1 eV
allowed relative error: 1.0 %
hbar^2/(2m): 0.20053 eV nm^2
wavevector k: 0.7062 1/nm
wavelength: 8.897 nm
limit of k*a: 0.3464
LARGEST SPACING a_max: 0.4905 nm
same in angstrom: 4.905 angstrom
intervals per wavelength: 18.14
hopping energy t at a_max: 0.8333 eV
full grid error at a_max: 0.9960 %
spacing limit from full error: 0.4915 nm
box, 100 intervals: a = 0.4894 nm
box, 100 intervals: error = 0.9912 %
box, 99 intervals: a = 0.4943 nm
box, 99 intervals: error = 1.0113 %
box, 200 intervals: error = 0.2485 %
box error ratio 100/200: 3.988
-- fixed energy, spacing a_max --
wavevector shift: +0.507 %
velocity shift: -1.511 %
barrier decay shift: -0.493 %
channel or barrier length: 10.0 nm
phase error over length: 0.0358 rad
tunnelling factor excess: 7.22 %
-- practical grid --
intervals in channel: 21
grid spacing: 0.4762 nm
leading error: 0.942 %
-- neglected effects, rough inputs --
heavy mass ratio: 0.92
spacing limit, heavy mass: 0.223 nm
nonparabolicity: 0.5 1/eV
nonparabolic energy at same k: 0.0954 eV
nonparabolic shift: -4.55 %
drain potential drop: 0.6 eV
kinetic energy in drain: 0.70 eV
leading error in drain: 7.00 %
full error in drain: 6.81 %
spacing limit in drain: 0.185 nm
mean channel field: 0.60 MV/cm
potential drop per cell: 0.0294 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
flux above 0.1 eV, dilute: 2.09 %
Fermi level above subband: 0.05 eV
flux above 0.1 eV, degenerate: 5.05 %
silicon lattice constant: 0.54 nm (rough)
a_max / lattice constant: 0.91
```
